Extrinsic transconductance with source and drain resistance

**Result**

A field-effect transistor with intrinsic transconductance g_m and output conductance g_d, contacted through a source resistance Rs and a drain resistance Rd, has the terminal transconductance

G_m = g_m / [1 + g_m Rs + g_d (Rs + Rd)]. (1)

The source resistance is multiplied by g_m + g_d, the drain resistance by g_d alone. In a device whose current saturates well, g_m is much larger than g_d, and at the same internal bias a given resistance then lowers G_m far more at the source than at the drain. Equation (1) compares the two at a fixed internal bias. At fixed terminal voltages the resistances also move the operating point, and that comparison needs a separate argument, in which the order can reverse.

**The circuit and its assumptions**

Take an n-channel device with current I > 0 entering the drain and leaving the source. Let v_gs and v_ds be the voltages between the internal nodes, inside the resistances, and V_GS and V_DS those between the terminals. The intrinsic device is described by

I = f(v_gs, v_ds), g_m = ∂f/∂v_gs > 0, g_d = ∂f/∂v_ds ≥ 0. (2)

The signs in (2) are assumed to hold at all internal voltages used in the argument; for a real transistor this requires v_ds to stay positive. It also excludes a negative static output conductance, which self-heating can produce. Equation (1) still holds there while its denominator is positive, but a drain resistance then raises G_m at fixed internal bias, and the shortcut (12) overestimates g_m. The gate draws no current, the signals are slow enough for the static relation to hold, and Rs and Rd are constants. The body is absent or tied to the internal source; the other connection is treated below. Device units (V, mA, mS, Ω) are used because they are the natural ones for a contacted transistor.

The current raises the internal source above the source terminal by I Rs and puts the internal drain below the drain terminal by I Rd. Kirchhoff's voltage law therefore gives

v_gs = V_GS − I Rs,
v_ds = V_DS − I (Rs + Rd). (3)

This is the origin of the asymmetry. Both internal voltages are measured from the internal source, so the source drop reduces both, while the drain drop reduces only v_ds.

Inserting (3) into (2) gives an implicit equation for the current. Define

h(I) = f(V_GS − I Rs, V_DS − I (Rs + Rd)) − I. (4)

The circuit current is a zero of h. By the chain rule,

dh/dI = −g_m Rs − g_d (Rs + Rd) − 1 ≤ −1. (5)

Thus h falls steadily and has at most one zero. It has one, because h(0) = f(V_GS, V_DS) is positive, while at I = f(V_GS, V_DS) the resistive drops make h zero or negative. The terminal current is a well-defined function of the terminal voltages.

**Small-signal derivation**

Change the terminal voltages by dV_GS and dV_DS. From (2),

dI = g_m dv_gs + g_d dv_ds,

and from (3), with constant resistances,

dv_gs = dV_GS − Rs dI,
dv_ds = dV_DS − (Rs + Rd) dI.

Substitution gives

dI = g_m dV_GS − g_m Rs dI + g_d dV_DS − g_d (Rs + Rd) dI.

Moving the terms in dI to the left,

D dI = g_m dV_GS + g_d dV_DS,
D = 1 + g_m Rs + g_d (Rs + Rd). (6)

Setting dV_DS = 0 gives the terminal transconductance, and setting dV_GS = 0 gives the terminal output conductance:

G_m = g_m / D, G_d = g_d / D. (7)

The first of these is (1). Here g_m and g_d belong to the internal bias actually reached, not to the bias the device would have without resistances.

The denominator expresses negative feedback. A current increase dI lowers v_gs by Rs dI, which takes back g_m Rs dI, and lowers v_ds by (Rs + Rd) dI, which takes back g_d (Rs + Rd) dI. For g_d > 0 the ratio G_m/G_d = g_m/g_d is the intrinsic voltage gain at the internal bias. The resistances leave this ratio unchanged at that bias because both conductances are divided by the same D.

**Comparing equal resistances at fixed internal bias**

The reciprocal of G_m separates the two contributions. Dividing D by g_m,

1/G_m = 1/g_m + Rs (1 + g_d/g_m) + Rd g_d/g_m. (8)

At fixed internal bias the right side is linear in each resistance. A resistance R placed at the source raises 1/G_m by R (1 + g_d/g_m); the same R at the drain raises it by R g_d/g_m. For g_d > 0 their ratio is

(source penalty)/(drain penalty) = (1 + g_d/g_m)/(g_d/g_m) = 1 + g_m/g_d. (9)

The source is thus the more harmful place by a factor of one plus the intrinsic gain. "Penalty" here means the rise of 1/G_m. The percentage losses of G_m have a different ratio, because G_m is not linear in R.

Three limits follow from (8).

First, if g_d = 0, then G_m = g_m/(1 + g_m Rs) and Rd drops out. A drain resistance then leaves the static transconductance unchanged, provided that V_DS − I (Rs + Rd) still keeps the internal device in saturation.

Second, for Rs > 0 every other term on the right of (8) is non-negative and 1/g_m is positive, so

G_m < 1/Rs. (10)

This is a ceiling, not an estimate of G_m. Improving the channel cannot lift the terminal transconductance above it.

Third, deep in the triode region the drain voltage controls the current more strongly than the gate does. As g_m/g_d tends to zero, the ratio (9) tends to one, and the two positions become equivalent. The asymmetry grows as the device approaches saturation, where g_d becomes small compared with g_m.

**Recovering the intrinsic transconductance**

Terminal data can be corrected if the resistances are known. From (7),

G_m Rs + G_d (Rs + Rd) = [g_m Rs + g_d (Rs + Rd)]/D = (D − 1)/D = 1 − 1/D.

Hence 1/D = 1 − G_m Rs − G_d (Rs + Rd), and since g_m = D G_m,

g_m = G_m / [1 − G_m Rs − G_d (Rs + Rd)]. (11)

Dropping the G_d term gives the simpler expression G_m/(1 − G_m Rs). Its meaning follows by inserting G_m = g_m/D:

G_m/(1 − G_m Rs) = g_m/(D − g_m Rs) = g_m/[1 + g_d (Rs + Rd)]. (12)

For g_d > 0 and a nonzero total resistance it underestimates g_m.

**Comparison at fixed terminal voltages**

Now hold V_GS and V_DS fixed and place R either at the source or at the drain, with no resistance on the other side. Call the currents I_S and I_D. They satisfy

I_S = f(V_GS − I_S R, V_DS − I_S R),
I_D = f(V_GS, V_DS − I_D R). (13)

Both devices lose drain voltage, but the first also loses gate voltage. Since f increases with gate voltage,

f(V_GS, V_DS − I_S R) > I_S.

The function f(V_GS, V_DS − I R) − I is therefore positive at I = I_S. It decreases with I and vanishes at I_D, so I_S < I_D. Source resistance gives the smaller current in any device obeying (2).

For the transconductance, regard I_D as a function of the terminal voltages. The first line of (13) is the second line with V_GS replaced by V_GS − I_S R. Because the solution is unique,

I_S(V_GS, V_DS) = I_D(V_GS − I_S R, V_DS). (14)

A source resistor acts as a drain resistor plus a reduction of the gate voltage. Let G_S and G_D be the derivatives of I_S and I_D with respect to gate voltage. Differentiating (14) at fixed V_DS, with G_D taken at V_GS − I_S R,

G_S = G_D (1 − R G_S), so G_S (1 + R G_D) = G_D.

Taking the reciprocal,

1/G_S(V_GS) = R + 1/G_D(V_GS − I_S R). (15)

It follows that G_S(V_GS) < G_D(V_GS − I_S R). If I_D is convex in gate voltage between V_GS − I_S R and V_GS, then G_D does not decrease over that interval, and

G_S(V_GS) < G_D(V_GS − I_S R) ≤ G_D(V_GS). (16)

Convexity is sufficient but not necessary. The condition for small R follows by expanding (15). Let I and g = ∂I/∂V_GS belong to the device without resistances, and let g′ = ∂g/∂V_GS. To first order in R, the gate shift changes G_D by −I R g′ and the feedback changes it by −R g². Therefore

G_S − G_D = −R (g² + I g′) + O(R²)
= −(R/2) ∂²(I²)/∂V_GS² + O(R²). (17)

The second form holds because ∂(I²)/∂V_GS = 2 I g, whose derivative is 2g² + 2 I g′. For small R the source is the worse position when the square of the current is convex in gate voltage, a weaker demand than convexity of the current itself.

**A saturated square-law transistor**

Let u = v_gs − V_T be the gate overdrive, with V_T the threshold voltage. In saturation, v_ds ≥ u, take

I = (k/2) u² (1 + λ v_ds),
g_m = k u (1 + λ v_ds), g_d = (k/2) λ u². (18)

The round model parameters are k = 10 mA/V², V_T = 0.4 V, λ = 0.2 V⁻¹ and R = 50 Ω. They do not represent a particular device. At v_gs = 1.0 V and v_ds = 1.2 V, the overdrive is 0.6 V and

g_m = 10 × 0.6 × (1 + 0.2 × 1.2) = 7.44 mS,
g_d = 5 × 0.2 × 0.6² = 0.36 mS.

Hold this internal bias fixed. With R at the source, D = 1 + (7.44 + 0.36) × 0.050 = 1.39 and G_m = 7.44/1.39 = 5.35 mS. With R at the drain, D = 1 + 0.36 × 0.050 = 1.018 and G_m = 7.31 mS. The rises of 1/G_m are 52.4 Ω and 2.42 Ω, with ratio 21.7, in agreement with 1 + 7.44/0.36.

In the triode region, v_ds < u, the same model has I = k(u v_ds − v_ds²/2)(1 + λ v_ds). At v_gs = 1.0 V and v_ds = 0.10 V it gives g_m = 1.02 mS and g_d = 5.21 mS. The ratio (9) is then 1 + 1.02/5.21 = 1.20, and the two penalties are comparable.

Next fix the terminals at V_GS = 1.0 V and V_DS = 1.2 V. Without resistance, I = 2.23 mA and G_m = 7.44 mS.

With R at the source, the solved current is 1.64 mA. The drop of 0.082 V lowers v_gs to 0.918 V and v_ds to 1.118 V. Together these shifts reduce the intrinsic g_m to 6.34 mS, a factor 0.852. Feedback contributes another factor 1/1.330 = 0.752. The result is G_m = 4.76 mS, a loss of 36.0% relative to the device without resistance.

With R at the drain, the current is 2.19 mA and G_m = 7.18 mS, a loss of 3.5% on the same basis. Here the bias and feedback factors are equal, both 0.982. The reason follows from (18). With u fixed and v_ds = V_DS − I R,

I = (k/2) u² (1 + λ V_DS) − g_d R I,

so I = (k/2) u² (1 + λ V_DS)/(1 + g_d R). At fixed u, both I and g_m are proportional to 1 + λ v_ds. The bias shift therefore divides g_m by 1 + g_d R, which is also the feedback denominator for a drain resistor.

The same expression settles convexity. Write g_d R = c u² with c = kλR/2 = 0.05 V⁻². The drain-loaded current is proportional to u²/(1 + c u²), whose first and second derivatives are

2u/(1 + c u²)² and 2(1 − 3c u²)/(1 + c u²)³.

At u = 0.6 V, 3c u² = 0.054, and it is smaller at lower overdrive. The saturated transfer curve is convex up to this bias, so (16) applies.

With R on both sides, the terminal values are G_m = 4.674 mS and G_d = 0.201 mS. Equation (11) gives

g_m = 4.674/(1 − 4.674 × 0.050 − 0.201 × 0.100) = 6.26 mS,

which is the intrinsic value at the internal bias. Omitting the G_d term gives 6.10 mS, which is 2.6% below that value.

**A case in which the ordering reverses**

The sign of (17) changes wherever g′ < −g²/I, that is, where the transconductance falls steeply enough with gate voltage. This is not confined to the triode region. A saturated device biased beyond the peak of its transconductance can show it too: for a current proportional to 1 + tanh x, with x linear in gate voltage, I² is concave once tanh x > 1/3, and a small source resistance can then even lift G_m above its value without resistance. As a worked case, consider a low-drain-voltage model with strong mobility degradation,

I = k u v_ds/(1 + θu). (19)

At fixed drain voltage I² is proportional to u²/(1 + θu)². Its first derivative is 2u/(1 + θu)³, and its second is

[2(1 + θu) − 6θu]/(1 + θu)⁴ = 2(1 − 2θu)/(1 + θu)⁴. (20)

For u > 1/(2θ) this is negative, and for small R the source position gives the larger G_m at fixed terminal voltages. Feedback through the drain voltage acts in both positions. The source position also loses gate voltage, which moves the device back towards higher intrinsic transconductance, and this gain exceeds the additional feedback loss due to g_m R.

With θ = 2 V⁻¹ the small-R boundary is 0.25 V. For V_DS = 0.05 V and R = 50 Ω, a terminal overdrive V_GS − V_T of 0.1 V gives 317 μS with R at the source and 320 μS with R at the drain. At 2.0 V the values are 13.98 μS and 13.89 μS, so the order is reversed, although both lie below the 20 μS of the device without resistance. Model (19) omits the term v_ds²/2 of the triode law, which is a quarter of u v_ds at 0.1 V overdrive but only about 1% at 2.0 V. The values at 0.1 V therefore illustrate the ordering only. With this term retained, the small-R boundary becomes 1/(2θ) + 3V_DS/4 = 0.29 V. There is no conflict with (9), which holds the internal bias fixed and so excludes the shift responsible for the reversal.

**Body connection and bias-dependent resistance**

If the body is tied to the external source terminal, the source drop also biases the body against the internal source: v_bs = −I Rs. Define g_mb = ∂f/∂v_bs. The current change gains the term g_mb dv_bs = −g_mb Rs dI, and collecting terms as in (6) gives

D = 1 + (g_m + g_mb + g_d) Rs + g_d Rd. (21)

For positive g_mb the source resistance becomes still more harmful, while the coefficient of Rd is unchanged in form. Suppose the threshold rises by 0.2 V per volt of reverse body bias. With 50 Ω on both sides and the same terminal voltages, g_m = 6.13 mS, g_mb = 1.23 mS and g_d = 0.257 mS. Then D = 1.393 and G_m = 4.40 mS, compared with 4.67 mS when the body follows the internal source. The inversion (11) and the identity (14) assume no body term. With D from (21), 1 − G_m Rs − G_d (Rs + Rd) = (1 + g_mb Rs)/D, so (11) returns g_m/(1 + g_mb Rs), here 5.77 mS instead of 6.13 mS.

Equation (1) also changes if the gate modulates the access regions. Let Rs and Rd depend on V_GS, with derivatives Rs′ and Rd′. At fixed V_DS, and with the body again tied to the internal source, (3) gives

dv_gs = (1 − I Rs′) dV_GS − Rs dI,
dv_ds = −I (Rs′ + Rd′) dV_GS − (Rs + Rd) dI.

Inserting these into dI = g_m dv_gs + g_d dv_ds and collecting dI,

G_m = [g_m (1 − I Rs′) − g_d I (Rs′ + Rd′)]/D, (22)

with D from (6). If the gate lowers the access resistance, Rs′ and Rd′ are negative and the numerator exceeds g_m. The bound (10) and the inversion (11) were derived for constant resistances and cannot then be used unchanged. Further computed values are in the numerical output below.

Numbers as computed

```
k = 10.0 mA/V^2, threshold = 0.40 V, lambda = 0.20 1/V
V_GS = 1.00 V, V_DS = 1.20 V, R = 50.0 ohm
Fixed internal bias, saturation: v_gs = 1.00 V, v_ds = 1.20 V
  I = 2.2320 mA, gm = 7.4400 mS, gd = 0.3600 mS
  R at source: Gm = 5.3525 mS, rise of 1/Gm = 52.419 ohm
  R at drain: Gm = 7.3084 mS, rise of 1/Gm = 2.419 ohm
  R at both: Gm = 5.2841 mS, rise of 1/Gm = 54.839 ohm
  penalty ratio source/drain = 21.667
Fixed internal bias, triode: v_gs = 1.00 V, v_ds = 0.10 V
  I = 0.5610 mA, gm = 1.0200 mS, gd = 5.2100 mS
  R at source: Gm = 0.7777 mS, rise of 1/Gm = 305.392 ohm
  R at drain: Gm = 0.8092 mS, rise of 1/Gm = 255.392 ohm
  R at both: Gm = 0.6489 mS, rise of 1/Gm = 560.784 ohm
  penalty ratio source/drain = 1.196
Fixed terminal voltages
 R at none: I = 2.2320 mA, v_gs = 1.0000 V, v_ds = 1.2000 V
  gm = 7.4400 mS, gd = 0.3600 mS, D = 1.0000
  Gm = 7.4400 mS, Gd = 0.3600 mS
 R at source: I = 1.6412 mA, v_gs = 0.9179 V, v_ds = 1.1179 V
  gm = 6.3374 mS, gd = 0.2683 mS, D = 1.3303
  Gm = 4.7640 mS, Gd = 0.2017 mS
 R at drain: I = 2.1925 mA, v_gs = 1.0000 V, v_ds = 1.0904 V
  gm = 7.3084 mS, gd = 0.3600 mS, D = 1.0180
  Gm = 7.1792 mS, Gd = 0.3536 mS
 R at both: I = 1.6248 mA, v_gs = 0.9188 V, v_ds = 1.0375 V
  gm = 6.2641 mS, gd = 0.2691 mS, D = 1.3401
  Gm = 4.6743 mS, Gd = 0.2008 mS
 source: total loss of Gm = 35.97 %, bias factor = 0.8518, feedback factor = 0.7517
 drain: total loss of Gm = 3.51 %, bias factor = 0.9823, feedback factor = 0.9823
 both: total loss of Gm = 37.17 %, bias factor = 0.8419, feedback factor = 0.7462
Recovered gm: full = 6.2641 mS, shortcut = 6.0999 mS
  shortcut error = -2.62 %
Degraded mobility: theta = 2.0 1/V, V_DS = 0.05 V, same k and R
  reversal overdrive for small R = 0.250 V
  overdrive 0.1 V: Gm source = 317.4156 uS, Gm drain = 320.0000 uS
  overdrive 2.0 V: Gm source = 13.9760 uS, Gm drain = 13.8889 uS
Body at external source, R at both, threshold shift = 0.20 V/V
  gm = 6.1273 mS, gmb = 1.2255 mS, gd = 0.2569 mS
  D = 1.3933, Gm = 4.3976 mS
```
